Axial Spin-Orbit Coupling and the Zero-Field Splitting of Triplet Oxygen

**1. Definitions and conventions**

The two open-shell electrons of ground-state O₂ occupy a degenerate pair of antibonding π orbitals. Let z be the bond axis and let x and y denote the two real π orbitals. Set ħ = 1 and define

π₊ = (x + iy)/√2, π₋ = (x − iy)/√2, (1)

with l_z π± = ±π±. The axial one-electron spin-orbit operator, restricted to these orbitals, is

V = A Σᵢ l_z(i) s_z(i), (2)

where A is a real energy. The total projections are Λ for the orbital motion and M_S for the spin. The molecule is held fixed in space, and until Section 6 all states outside the π² configuration are left out.

The configuration gives three terms: ³Σ⁻ (the ground term), ¹Δ with Λ = ±2, and ¹Σ⁺. The zero-field splitting parameter is defined by

D = E(M_S = ±1) − E(M_S = 0), (3)

where both energies belong to the ground triplet. The part of D caused by V is called D_SO.

**2. The terms and their energies**

Write |p, q| for a normalized two-electron determinant. Two determinants have Λ = 0 and M_S = 0:

a = |π₊↑, π₋↓|, b = |π₊↓, π₋↑|. (4)

Their relative sign in the triplet follows from the spin-lowering operator. Acting on |π₊↑, π₋↑|, it lowers each spin in turn and gives b + a. Hence

T₀ = (a + b)/√2, S = (a − b)/√2. (5)

T₀ is the M_S = 0 component of the triplet, and S, orthogonal to it, is a singlet. The orbital part of T₀ is π₊π₋ − π₋π₊, with electron 1 written first. Reflection in the xz plane exchanges π₊ and π₋, so this function changes sign: the term is Σ⁻. The orbital part of S is π₊π₋ + π₋π₊, which is unchanged: the term is Σ⁺.

The energies follow from three repulsion integrals: J_xx for two electrons in the same real orbital, J_xy for one in each, and the exchange integral K > 0. The orbital functions and their energies, apart from a common constant, are

(xy − yx)/√2: J_xy − K
(xy + yx)/√2: J_xy + K
(xx − yy)/√2: J_xx − K
(xx + yy)/√2: J_xx + K. (6)

In the last two lines, K is the matrix element between xx and yy. To identify the terms, expand

π₊π₊ = ½[(xx − yy) + i(xy + yx)],
π₊π₋ + π₋π₊ = xx + yy. (7)

The second and third functions in (6) therefore span ¹Δ, and the fourth is ¹Σ⁺. A rotation by 45° about z turns one real ¹Δ function into the other, up to sign, so axial symmetry makes their energies equal:

J_xx − K = J_xy + K, or J_xx − J_xy = 2K. (8)

Substitution in (6) gives ¹Σ⁺ the energy J_xy + 3K. Measured from the triplet at J_xy − K, the gaps are

G = E(¹Δ) − E(³Σ⁻) = 2K,
W = E(¹Σ⁺) − E(³Σ⁻) = 4K. (9)

The ratio W/G = 2 belongs to the pure π² model. Of these two gaps, the axial spin-orbit result (16) needs only W.

**3. Which states are coupled**

Each determinant built from π₊ and π₋ is an eigenfunction of V, because each of its orbitals has definite l_z and s_z. Adding the products l_z s_z gives

Va = A[(+1)(+½) + (−1)(−½)]a = Aa,
Vb = A[(+1)(−½) + (−1)(+½)]b = −Ab. (10)

For parallel spins the two contributions cancel:

V|π₊↑, π₋↑| = A(½ − ½)|π₊↑, π₋↑| = 0, (11)

and likewise for two down spins. In a ¹Δ determinant both electrons have the same l_z and opposite spins, so

V|π₊↑, π₊↓| = A(½ − ½)|π₊↑, π₊↓| = 0, (12)

and likewise for π₋. Now apply (10) to the states in (5):

VT₀ = (Aa − Ab)/√2 = AS,
VS = (Aa + Ab)/√2 = AT₀. (13)

Thus ⟨S|V|T₀⟩ = A, while the diagonal elements of V in T₀ and S vanish. Changing the phase of either state can change the phase of the coupling, but not its magnitude |A|.

The absence of a ¹Δ coupling does not depend on the details of the orbitals. V commutes with total L_z, so it cannot connect Λ = 0 with Λ = ±2. Real combinations of the two ¹Δ states do not alter this, since each component gives zero.

The coupling to ¹Σ⁺ is allowed because V contains a part that is odd under exchange of the spins alone:

l_z(1)s_z(1) + l_z(2)s_z(2)
= ½[l_z(1) + l_z(2)][s_z(1) + s_z(2)]
+ ½[l_z(1) − l_z(2)][s_z(1) − s_z(2)]. (14)

The first product vanishes for Λ = 0. The second reverses the exchange symmetry of both the spin and the orbital function. It can therefore turn a spin triplet with an antisymmetric orbital function into a spin singlet with a symmetric one, and the total function stays antisymmetric.

**4. The splitting and its limits**

Put the unperturbed triplet at zero energy. In the basis (T₀, S) the Hamiltonian has diagonal elements 0 and W and off-diagonal element A. Its eigenvalues satisfy

E(E − W) − A² = 0,
E = [W ± √(W² + 4A²)]/2. (15)

The lower root belongs to the perturbed M_S = 0 state. By (11) the M_S = ±1 states stay at zero, so definition (3) gives

D_SO = [√(W² + 4A²) − W]/2. (16)

For |A| ≪ W, expand the square root as W(1 + 2A²/W² − 2A⁴/W⁴ + …). Then

D_SO = A²/W − A⁴/W³ + … . (17)

The leading term is the second-order result. It is positive because coupling to a higher state pushes M_S = 0 down and leaves M_S = ±1 in place. At this order the sign of A has no effect.

The composition of the lower state follows from the first row of the eigenvalue equation, A c_S = −D_SO c_T. Its singlet weight is

w_S = D_SO²/(A² + D_SO²) ≈ A²/W². (18)

In the opposite limit, |A| ≫ W, equation (16) gives D_SO → |A| − W/2 and the singlet weight tends to ½. For A > 0 the lower state then approaches determinant b, whose energy in V is −A. The second-order formula fails there, and "triplet" is no longer a good name for the state.

When the mixing is weak, the three lowest energies are those of an effective spin Hamiltonian for S = 1:

H_eff = D_SO(S_z² − 2/3) − D_SO/3. (19)

It gives D_SO/3 − D_SO/3 = 0 for M_S = ±1 and −2D_SO/3 − D_SO/3 = −D_SO for M_S = 0. The last term in (19) is a common shift and does not affect the splitting.

**5. A non-axial environment**

A nearby surface can make the x and y orbitals inequivalent. A simple model is

F = (d/2)(n_x − n_y), (20)

where n_x and n_y are occupation numbers and d is the orbital splitting. F vanishes on every triplet component, since each has one electron in x and one in y. It multiplies xx by d and yy by −d, so it turns (xx + yy)/√2 into d(xx − yy)/√2. The two singlet terms are now coupled to each other.

Let c_S and c_Δ be the amplitudes of ¹Σ⁺ and of this ¹Δ component in the perturbed T₀ state, with c_T = 1. To first order in A,

A + Wc_S + dc_Δ = 0,
dc_S + Gc_Δ = 0. (21)

The second line gives c_Δ = −dc_S/G. Insertion in the first gives

c_S = −A/(W − d²/G), c_Δ = Ad/(WG − d²). (22)

The energy shift of T₀ is Ac_S, and the M_S = ±1 states do not move. Hence

D_SO = A²/(W − d²/G). (23)

The ground state has acquired ¹Δ character by way of ¹Σ⁺, although V still has no direct ³Σ⁻–¹Δ element. The expansion requires |A| to be small compared with the energy of the lower mixed singlet above the triplet, which falls as |d| grows. At d² = WG the lower mixed singlet reaches the triplet and the denominators vanish.

**6. Transverse spin-orbit coupling**

The full one-electron operator also flips spins while changing l_z. To estimate its effect, add a filled σ orbital and treat σ, π₊ and π₋ as an l = 1 shell with a common constant A:

V_full = A Σᵢ [l_z s_z + ½(l₊s₋ + l₋s₊)]ᵢ. (24)

Moving a σ electron into the π pair produces Π terms, with triplet energy E_T and singlet energy E_S above the ground term. The four electrons are equivalent to two holes in the shell. A filled shell contributes nothing, and a hole has both l and s reversed relative to the missing electron, which leaves l·s unchanged. The holes therefore obey (24) with A replaced by q = −A. In this section the determinants refer to holes.

For the holes, reverse the sign of π₊ relative to (1), which changes no energy. The ladder operators then give a factor +√2 between π± and σ, so each allowed spin flip has amplitude q/√2. For M_S = 1, π₊↑ cannot be changed and π₋↑ becomes σ↓:

|π₊↑, π₋↑| → (q/√2)|π₊↑, σ↓|. (25)

The final determinant is half triplet and half singlet. For M_S = 0, a is not coupled to the Π states, while

b → (q/√2)(|σ↑, π₋↑| + |π₊↓, σ↓|), (26)

and both final states are triplets. T₀ contains b with amplitude 1/√2, so it reaches each of them with amplitude q/2. The second-order energies are

E₂(M_S = ±1) = −(A²/4)(1/E_T + 1/E_S),
E₂(M_S = 0) = −A²/(2E_T). (27)

Their difference is the second-order change in D:

D₂ = (A²/4)(1/E_T − 1/E_S). (28)

It would vanish if the two Π terms were degenerate. Because of this cancellation, the third order can matter. All diagonal elements of V_full in the ground triplet are zero, so the third-order energy is the sum of V₀ₖVₖₗVₗ₀/(EₖEₗ) over excited states k and l.

For M_S = 0, T₀ and S are coupled by q, and S reaches each Π state with amplitude −q/2. Two Π states and two orders of the path give −q³/(WE_T). Each Π state also has the diagonal element −q/2, which adds −q³/(4E_T²). For M_S = 1, the triplet and singlet Π states are each reached with amplitude q/2 and are coupled by q/2, which gives q³/(4E_TE_S). Subtracting the M_S = 0 energy and using q³ = −A³,

D₃ = −A³[1/(WE_T) + 1/(4E_T²) + 1/(4E_TE_S)]. (29)

**7. Direct spin-spin coupling**

The magnetic dipole interaction of the two electrons also splits the triplet, already at first order. In atomic units, with electron g-factor 2 and r the vector between the electrons,

H_SS = α²[s₁·s₂/r³ − 3(s₁·r)(s₂·r)/r⁵], (30)

where α is the fine-structure constant. Averaging over an axial orbital state leaves a traceless tensor with diagonal elements (−t/2, −t/2, t), where

t = α²⟨(r² − 3z²)/r⁵⟩ (31)

and z is now the axial component of r. For M_S = 1 the mean of s₁z s₂z is ¼ and those of the x and y products vanish, so the energy is t/4. For M_S = 0 the x and y products each average ¼ and the z product −¼, so the energy is −t/4 − t/4 = −t/2. Therefore

D_SS = t/4 + t/2 = 3t/4. (32)

**8. Worked example**

Take A = 0.020 eV and K = 0.40 eV. Equation (9) gives G = 0.80 eV and W = 1.60 eV. The second-order splitting is

D_SO = (0.020 eV)²/(1.60 eV) = 2.50 × 10⁻⁴ eV, (33)

equivalent to 2.9 K. Diagonalization of the π² Hamiltonian lowers this by 3.9 × 10⁻⁸ eV, in agreement with the next term of (17). The ¹Σ⁺ weight in the M_S = 0 state is 1.56 × 10⁻⁴.

With the other parameters fixed, a non-axial splitting d = 0.20 eV changes the denominator in (23) to 1.60 − 0.04/0.80 = 1.55 eV. D_SO rises to 2.58 × 10⁻⁴ eV, about 3% above its axial value. The ¹Δ weight, zero in the axial case, becomes (0.004/1.24)² = 1.04 × 10⁻⁵.

For the transverse coupling take E_T = 8.0 eV and E_S = 9.0 eV, which are illustrative values and not fitted to oxygen. Equation (28) gives D₂ = 1.39 × 10⁻⁶ eV and (29) gives D₃ = −6.8 × 10⁻⁷ eV. Their sum, 7.0 × 10⁻⁷ eV, accounts for the change of 7.1 × 10⁻⁷ eV found by diagonalization. The third order halves the second-order estimate, but for these Π energies either value is below 1% of D_SO. A wider singlet–triplet gap raises it: E_S = 12.0 eV gives a total change of 3.5 × 10⁻⁶ eV, or 1.4%.

The spin-spin term is much larger. Antibonding orbitals were formed from Slater-type 2p functions with exponent 4.3 Å⁻¹ on centres 1.2 Å apart. They give a mean dipolar factor of 1.17 Å⁻³ in (31) and D_SS = 1.9 × 10⁻⁴ eV, about 0.76 of D_SO. The axial spin-orbit mechanism therefore cannot be taken for the whole zero-field splitting. The spin-spin value omits electron correlation and the spin polarization of the closed shells. It is also sensitive to the orbital size: exponents of 4.0 and 4.6 Å⁻¹ give 1.6 × 10⁻⁴ and 2.3 × 10⁻⁴ eV, while restricted open-shell Hartree–Fock orbitals in polarized double- and triple-zeta bases give 1.9 × 10⁻⁴ eV.

**9. Relation to molecular oxygen and sticking**

The gaps G and W lie in the rough range of those in molecular oxygen, whose ¹Δ and ¹Σ⁺ terms lie roughly 1.0 and 1.6 eV above the ground term. With K = 0.40 eV the model matches the ¹Σ⁺ gap, and its fixed ratio W/G = 2 then makes the ¹Δ gap somewhat low. This K is an effective value chosen to fit the gap, not the computed integral: the Slater orbitals of Section 8 give K = 0.74 eV and Hartree–Fock orbitals about 0.65 eV, so the pure π² gap 4K would be 2.6 to 3.0 eV. Mixing with other valence configurations, which the model omits, brings W down to about 1.7 eV. The low value of G does not affect the axial D_SO, which contains W but not G. With G = 1.0 eV and the same d, the ¹Δ weight would fall to about 7 × 10⁻⁶. The sum D_SO + D_SS is 4.4 × 10⁻⁴ eV, beside a measured total of roughly 5 × 10⁻⁴ eV. The similar size is reasonable, but with a chosen A and simple orbitals it does not confirm the separate parts.

The fixed axis is the assumption that free gas breaks most plainly. Two atoms of mass 16 u at 1.2 Å have a rotational constant of 1.8 × 10⁻⁴ eV, comparable with D_SO. Rotation and spin must then be treated together: D remains a parameter in the molecular frame, but the observed levels are not just the M_S levels of (19).

At 1200 K, a rough temperature for dry oxidation, the thermal energy is 0.103 eV. Within the fixed-axis triplet, D_SO raises the M_S = 0 population above one third by only 5.4 × 10⁻⁴, and D_SO + D_SS by about 9.5 × 10⁻⁴, so the three components are almost equally populated. The thermal mean ¹Σ⁺ weight is 5.2 × 10⁻⁵. This number describes the composition of the model's triplet alone and is not a sticking probability. It leaves out thermally excited singlets, which are not negligible beside it: the equilibrium ¹Δ population at 1200 K is 2.9 × 10⁻⁴ for G = 0.80 eV and about 5 × 10⁻⁵ for G = 0.98 eV. Sticking depends on the surface potential, charge transfer, energy loss and the time spent near any crossing of spin states. Strong charge transfer changes the number of π electrons, and the π² description then no longer applies. The main computed values are in the numerical output below.

Numbers as computed

```
Input A: 0.020 eV
Input exchange integral K: 0.40 eV
Triplet to singlet-Delta gap: 0.800 eV
Triplet to singlet-Sigma-plus gap W: 1.600 eV
V energy, pi+ up pi- down: 0.020 eV
V energy, pi+ down pi- up: -0.020 eV
V energy, parallel-spin determinant: 0.000 eV
V energy, Delta determinant: 0.000 eV
Triplet-Sigma-plus coupling magnitude: 0.02000 eV
Triplet-Delta coupling magnitude: 0.00000 eV
Second-order D_SO: 2.500000e-04 eV
Two-state exact D_SO: 2.499609e-04 eV
Exact minus second-order D_SO: -3.905e-08 eV
Exact D_SO divided by Boltzmann constant: 2.901 K
Singlet-Sigma-plus weight in Ms=0: 1.5618e-04 (no unit)
Non-axial field d: 0.20 eV
D_SO with non-axial field: 2.5802e-04 eV
Delta weight with non-axial field: 1.039e-05 (no unit)
Triplet Pi energy: 8.0 eV
Singlet Pi energy: 9.0 eV
Transverse second-order D change: 1.389e-06 eV
Transverse full D change: 7.055e-07 eV
Bond length: 1.20 angstrom
Slater exponent: 4.30 angstrom^-1
Mean dipolar factor: 1.172 angstrom^-3
Model spin-spin D: 1.888e-04 eV
Spin-spin D / spin-orbit D: 0.755 (no unit)
Rotational constant, two 16 u atoms: 1.814e-04 eV
Temperature: 1200 K
Thermal energy: 0.1034 eV
Ms=0 population minus 1/3: 5.374e-04 (no unit)
Thermal mean singlet weight: 5.214e-05 (no unit)
```
